\section*{Why collinear functionals with spin-orbit coupling break rotational invariance}

\section{A spin density that turns in space}

Take one electron in a $p_{1/2}$ level with its angular momentum along $z$. Its spin density points along $+z$ at the poles of the atom and along $-z$ on the equator. On the cone at $45^\circ$ between them it lies in the horizontal plane. The electron is fully spin-polarized at every point, yet a functional that reads only the $z$ component finds no polarization on that cone.

To derive this picture, let $\chi$ be a constant normalized spinor, $\mathbf s=\chi^\dagger\boldsymbol\sigma\chi$ its unit spin direction, and
\begin{equation}
\psi(\mathbf r)=-\frac{R(r)}{\sqrt{4\pi}}\,(\boldsymbol\sigma\cdot\hat{\mathbf r})\,\chi .
\label{eq:spinor}
\end{equation}
The operator $\boldsymbol\sigma\cdot\hat{\mathbf r}$ is a scalar under joint rotations of space and spin, so it commutes with $\mathbf J=\mathbf L+\mathbf S$. Hence $\psi$ has $j=1/2$ and $\langle\mathbf J\rangle=\mathbf s/2$ (with $\hbar=1$), as the $s$ state $R\chi/\sqrt{4\pi}$ does. It is linear in $\hat{\mathbf r}$, so $l=1$: this is $p_{1/2}$.

Since $(\boldsymbol\sigma\cdot\hat{\mathbf r})^2=1$, the density $n=R^2/4\pi$ is spherical. For the spin density $\mathbf m=\psi^\dagger\boldsymbol\sigma\psi$, use $\sigma_i(\boldsymbol\sigma\cdot\hat{\mathbf r})=2\hat r_i-(\boldsymbol\sigma\cdot\hat{\mathbf r})\sigma_i$ and multiply from the left:
\begin{equation}
(\boldsymbol\sigma\cdot\hat{\mathbf r})\sigma_i(\boldsymbol\sigma\cdot\hat{\mathbf r})
=2\hat r_i(\boldsymbol\sigma\cdot\hat{\mathbf r})-\sigma_i .
\end{equation}
The expectation value in $\chi$ gives
\begin{equation}
\mathbf m=n\,\mathbf u,\qquad
\mathbf u=2\hat{\mathbf r}(\hat{\mathbf r}\cdot\mathbf s)-\mathbf s,
\label{eq:m}
\end{equation}
with $|\mathbf u|^2=4(\hat{\mathbf r}\cdot\mathbf s)^2-4(\hat{\mathbf r}\cdot\mathbf s)^2+1=1$. Thus $|\mathbf m|=n$ everywhere, while the direction of $\mathbf m$ varies. For $\mathbf s=\hat{\mathbf z}$ and polar angle $\vartheta$, $m_z=n\cos2\vartheta$, which is the opening picture.

\section{Two definitions of the exchange energy}

I use local spin-density exchange in Rydberg units, without correlation, and keep the orbital frozen. Spin scaling, $E[n_\uparrow,n_\downarrow]=\tfrac12(E[2n_\uparrow]+E[2n_\downarrow])$, with $E[n]=-C\int n^{4/3}d^3r$ and $n_{\uparrow,\downarrow}=n(1\pm\zeta)/2$, gives
\begin{align}
E&=-C\int n^{4/3}g(\zeta)\,d^3r,\qquad C=\tfrac32\left(\tfrac3\pi\right)^{1/3},\\
g(\zeta)&=\tfrac12\left[(1+\zeta)^{4/3}+(1-\zeta)^{4/3}\right].
\end{align}
The definitions differ in the polarization:
\begin{equation}
\zeta_{\rm col}=\frac{\mathbf m\cdot\mathbf e}{n},\qquad
\zeta_{\rm non}=\frac{|\mathbf m|}{n},
\end{equation}
where $\mathbf e$ is the fixed quantization axis. Because $n$ is spherical, the radial and angular integrals separate:
\begin{equation}
E=-C\,I\,G,\qquad I=\int n^{4/3}d^3r,\qquad G=\langle g(\zeta)\rangle ,
\end{equation}
with $\langle\cdots\rangle$ the average over directions. The one-body energy of the free atom and the Hartree energy of the spherical density do not depend on $\mathbf s$, so any angular dependence comes from $G$.

The noncollinear definition has $\zeta=1$ everywhere and $G=2^{1/3}$ for every $\mathbf s$. The collinear one has
\begin{equation}
\zeta=2(\hat{\mathbf r}\cdot\mathbf s)(\hat{\mathbf r}\cdot\mathbf e)-\cos\theta,
\qquad \cos\theta=\mathbf s\cdot\mathbf e .
\end{equation}
Let $a$ and $b$ be the components of $\hat{\mathbf r}$ along $\mathbf s+\mathbf e$ and $\mathbf s-\mathbf e$, and $c$ the component normal to both. Then
\begin{equation}
\hat{\mathbf r}\cdot\mathbf s=a\cos\tfrac\theta2+b\sin\tfrac\theta2,\qquad
\hat{\mathbf r}\cdot\mathbf e=a\cos\tfrac\theta2-b\sin\tfrac\theta2 .
\end{equation}
Twice their product is $(1+\cos\theta)a^2-(1-\cos\theta)b^2$. Subtracting $\cos\theta\,(a^2+b^2+c^2)$ leaves
\begin{equation}
\zeta=a^2-b^2-c^2\cos\theta .
\label{eq:zeta}
\end{equation}
The cases $\theta=0,180^\circ$ follow by continuity.

Equation~\eqref{eq:zeta} settles the shape of the energy curve. Exchanging $a$ and $b$ while reversing $\cos\theta$ changes $\zeta$ to $-\zeta$. Since $g$ is even, $G$ is even in $\cos\theta$. Also
\begin{equation}
g''(\zeta)=\tfrac29\left[(1+\zeta)^{-2/3}+(1-\zeta)^{-2/3}\right]>0
\end{equation}
for $|\zeta|<1$, and $\zeta$ is linear in $\cos\theta$ with a coefficient that vanishes only on the circle $c=0$. Therefore $G$ is strictly convex in $\cos\theta$. An even, strictly convex function is smallest at zero and grows with $|\cos\theta|$. The collinear energy, which carries the opposite sign, is lowest for $\mathbf s$ parallel or antiparallel to $\mathbf e$ and highest at $90^\circ$. It stays above the noncollinear energy because $|\zeta|<1$ almost everywhere and $g(\zeta)<g(1)$ there.

To leading order $g\simeq1+\tfrac29\zeta^2$. With $\langle a^4\rangle=1/5$ and $\langle a^2b^2\rangle=1/15$,
\begin{equation}
\langle\zeta^2\rangle=\frac{2+\cos^2\theta}{5}
+\frac{2(-1-\cos\theta+\cos\theta)}{15}
=\frac4{15}+\frac{\cos^2\theta}{5}.
\end{equation}

\section{How large the effect is}

As a model take $R\propto re^{-\kappa r}$ with $\kappa=1\,\mathrm{bohr}^{-1}$. Normalization gives $n=\kappa^5r^2e^{-2\kappa r}/(3\pi)$, hence
\begin{equation}
I=4\pi\left(\frac{\kappa^5}{3\pi}\right)^{4/3}
\int_0^\infty r^{14/3}e^{-8\kappa r/3}dr
=4\pi\left(\frac{\kappa^5}{3\pi}\right)^{4/3}
\frac{\Gamma(17/3)}{(8\kappa/3)^{17/3}} .
\end{equation}
This is proportional to $\kappa$, so all exchange energies of this free-atom model scale linearly with $\kappa$. Here $I=0.16712\,\mathrm{bohr}^{-1}$ and $C=1.47712$~Ry\,bohr, and the unrounded factors give $CI=0.24685$~Ry.

At $\theta=0$, put $t=\cos\vartheta$, so that $1+\zeta=2t^2$ and $1-\zeta=2(1-t^2)$:
\begin{align}
G(0)&=2^{1/3}\int_0^1\left[t^{8/3}+(1-t^2)^{4/3}\right]dt\nonumber\\
&=2^{1/3}\left[\tfrac3{11}+\tfrac12B\!\left(\tfrac12,\tfrac73\right)\right]=1.1145 .
\end{align}
The beta function $B$ arises from the substitution $v=t^2$. At $90^\circ$ the average $\langle g(a^2-b^2)\rangle$ is $1.0637$; the noncollinear value is $2^{1/3}=1.2599$. Multiplication by $-CI$ gives the first and last rows below, in Ry.

\begin{center}
\begin{tabular}{cccc}
$\theta$ & $p_{1/2}$ collinear & $p_{1/2}$ noncollinear & $s_{1/2}$ collinear\\
$0^\circ$ & $-0.2751$ & $-0.3110$ & $-0.3110$\\
$30^\circ$ & $-0.2717$ & $-0.3110$ & $-0.2920$\\
$60^\circ$ & $-0.2655$ & $-0.3110$ & $-0.2609$\\
$90^\circ$ & $-0.2626$ & $-0.3110$ & $-0.2469$
\end{tabular}
\end{center}

The collinear $p_{1/2}$ energy varies by $0.0125$~Ry ($0.171$~eV). The quadratic term alone gives $CI\cdot\frac29\cdot\frac15=0.0110$~Ry, so it accounts for most of the variation. Even at its best angle the collinear energy lies $0.0359$~Ry ($0.488$~eV) above the noncollinear one.

\section{Which invariance is lost}

The last column belongs to an $s_{1/2}$ state with the same density. There $\mathbf u=\mathbf s$ and $\zeta=\cos\theta$, so the collinear energy depends on angle even more strongly. A collinear functional with fixed $\mathbf e$ is thus not invariant under spin rotation even without spin-orbit coupling. For a state with one common spin direction the defect is harmless: choosing $\mathbf e$ along that direction recovers the noncollinear energy. In the $p_{1/2}$ state $\mathbf m$ has no common direction, and no choice of $\mathbf e$ does so.

A joint rotation of the state and $\mathbf e$ remains a symmetry, because the energy depends on $\mathbf s\cdot\mathbf e$. The minimum energy of a free atom, with $\mathbf s$ free to turn, is therefore the same for every $\mathbf e$. What is lost is the equality of energies for different $\mathbf s$ at fixed $\mathbf e$.

Time reversal takes $\mathbf s$ to $-\mathbf s$ and $\zeta$ to $-\zeta$, so the two Kramers partners keep equal collinear energies. Their superpositions reach every other direction $\mathbf s$, and these have a different energy whenever $|\mathbf s\cdot\mathbf e|$ differs. If both partners are occupied, their spin densities cancel and the two definitions agree.

\section{A spurious anisotropy in a crystal field}

In a crystal field, joint rotation protects only the equality between axes that a symmetry of the crystal connects. Take
\begin{equation}
H_0=\xi\,\mathbf L\cdot\mathbf S+D L_z^2,\qquad \xi,D\ge0,
\end{equation}
in the $p$ shell, with $\xi$ and $D$ not both zero. Since $L_+|0\rangle=\sqrt2\,|1\rangle$, the block with $m_j=1/2$ in the basis $|0\uparrow\rangle,|1\downarrow\rangle$ is
\begin{equation}
\begin{pmatrix}0&\xi/\sqrt2\\ \xi/\sqrt2&D-\xi/2\end{pmatrix}.
\end{equation}
In the state $\cos\eta|0\uparrow\rangle-\sin\eta|1\downarrow\rangle$ its mean value is $\frac12(D-\xi/2)-\left[\frac12(D-\xi/2)\cos2\eta+\frac{\xi}{\sqrt2}\sin2\eta\right]$. The minimum is at
\begin{equation}
\tan2\eta=\frac{\sqrt2\,\xi}{D-\xi/2},\qquad 0\le2\eta<\pi .
\end{equation}

With $p=\cos\eta\cos\vartheta$ and $q=\sin\eta\sin\vartheta/\sqrt2$, this state has the spinor $R\sqrt{3/4\pi}\,(p,\;qe^{i\varphi})$. Time reversal, $(\psi_\uparrow,\psi_\downarrow)\to(-\psi_\downarrow^*,\psi_\uparrow^*)$, gives its partner $R\sqrt{3/4\pi}\,(-qe^{-i\varphi},\;p)$. A general superposition, with coefficients $\chi$, is
\begin{equation}
\psi=R\sqrt{\tfrac{3}{4\pi}}\,
\left(p-iq\,\boldsymbol\sigma\cdot\hat{\boldsymbol\varphi}\right)\chi .
\end{equation}
The bracket is $\sqrt{p^2+q^2}$ times a spin rotation about the azimuthal unit vector $\hat{\boldsymbol\varphi}$ by an angle $\omega$ with $\tan(\omega/2)=q/p$. So $n=\frac{3}{4\pi}R^2(p^2+q^2)$ is common to the whole doublet, and $\mathbf m$ is $n$ times the rotated $\mathbf s$. Here $\mathbf s=\chi^\dagger\boldsymbol\sigma\chi$ labels the superposition and need not be $2\langle\mathbf J\rangle$. Again $|\mathbf m|=n$, and the noncollinear energy is constant in the doublet.

The collinear polarization for $\mathbf s=\mathbf e$ follows from the component of a rotated vector along its original direction:
\begin{align}
\mathbf e=\hat{\mathbf z}:&\quad \zeta=\cos\omega,\\
\mathbf e=\hat{\mathbf x}:&\quad \zeta=\cos\omega+(1-\cos\omega)\sin^2\varphi .
\end{align}
For the parameters below, a numerical search over all states of the doublet confirms that these choices of $\mathbf s$ give the lowest collinear energies. The entries are $E=-C\int n^{4/3}g(\zeta)\,d^3r$, integrated numerically with the same $R$ and $\kappa=1\,\mathrm{bohr}^{-1}$ as before, in Ry.

\begin{center}
\begin{tabular}{ccccc}
$\xi$ & $D$ & $\mathbf e=\hat{\mathbf z}$ & $\mathbf e=\hat{\mathbf x}$ & noncollinear\\
$0$ & $0.1$ & $-0.3670$ & $-0.3670$ & $-0.3670$\\
$0.1$ & $0.1$ & $-0.2893$ & $-0.3004$ & $-0.3244$\\
$0.3$ & $0.1$ & $-0.2737$ & $-0.2793$ & $-0.3124$\\
$0.1$ & $0$ & $-0.2751$ & $-0.2751$ & $-0.3110$
\end{tabular}
\end{center}

Spin rotation protects the first row and joint rotation the last. In the two rows with both couplings present, even the minimum depends on $\mathbf e$: at $\xi=D=0.1$~Ry the difference is $0.0112$~Ry ($0.152$~eV). For one electron in this time-reversal-symmetric Hamiltonian every state of the doublet has the same exact energy, so the anisotropy is an artefact of the functional. These are first-order energies; self-consistent relaxation would mix in the other $p$ states and change the numbers.

\section{What to do in a calculation}

With spin-orbit coupling, evaluate the local functional with $n_\pm=\frac12(n\pm|\mathbf m|)$. If $f(n,|\mathbf m|)$ is its energy density, the chain rule gives the spin-dependent potential
\begin{equation}
\frac{\partial f}{\partial|\mathbf m|}\,
\frac{\mathbf m}{|\mathbf m|}\cdot\boldsymbol\sigma ,
\end{equation}
which follows the local spin direction. Where $\mathbf m\to0$ at finite $n$, that direction is undefined, but for exchange the prefactor vanishes linearly in $|\mathbf m|$, since $g$ is even and smooth at $\zeta=0$. An implementation should take this limit explicitly.

If a collinear functional must be used, repeat the calculation with $\mathbf e$ in several directions relative to the crystal or molecule. Where the exact energy is the same for all directions of the moment, as in the Kramers doublet above, a change in the minimum energy exposes the defect; in a magnetic many-electron system it may also contain physical anisotropy. Agreement does not prove its absence: in the last row above the two axes agree, yet both energies are $0.036$~Ry too high relative to the noncollinear value. For a given state the two definitions give the same energy if $\mathbf m(\mathbf r)$ is parallel or antiparallel to $\mathbf e$ wherever it is nonzero. A collinear calculation without spin-orbit coupling produces such a state by construction, so this alignment does not rule out a noncollinear state of lower energy. With spin-orbit coupling, $\mathbf m$ can have components normal to $\mathbf e$ even when the functional reads only $\mathbf m\cdot\mathbf e$. An energy difference between magnetization directions should not be read as physical anisotropy until it has been recomputed with the noncollinear definition. That step removes the error of projecting $\mathbf m$ on a fixed axis, but not the other errors of a local functional.

The numerical check checks the spin density, the angular dependence and the $p$-state entries of both tables from explicit spinors (the $s_{1/2}$ column is evaluated from $\zeta=\cos\theta$), and compares the two limiting collinear $p_{1/2}$ energies with an independent functional library.

\section*{Table of computed values}
\begin{verbatim}
kappa = 1.0 1/bohr
exchange constant C = 1.47712 Ry bohr
I = integral of n^(4/3) = 0.16712 1/bohr
C*I = 0.24685 Ry
G collinear, 0 deg = 1.11451
G collinear, 90 deg = 1.06368
G noncollinear = 1.25992
Exchange energies in Ry against angle between s and e:
deg  <zeta^2>  p1/2 collinear  p1/2 noncollinear  s1/2 collinear
  0  0.46667   -0.27512        -0.31101           -0.31101
 15  0.45327   -0.27416        -0.31101           -0.30533
 30  0.41667   -0.27170        -0.31101           -0.29201
 45  0.36667   -0.26852        -0.31101           -0.27583
 60  0.31667   -0.26549        -0.31101           -0.26091
 75  0.28006   -0.26334        -0.31101           -0.25055
 90  0.26667   -0.26257        -0.31101           -0.24685
collinear spread E(90)-E(0) = 0.01255 Ry = 0.1707 eV
spread from the zeta^2 term alone = 0.01097 Ry
collinear(0) - noncollinear = 0.03589 Ry = 0.4884 eV
Crystal field: lowest collinear exchange energy for e along z and x
(xi, D and energies in Ry; weight = share of m_l = +1 or -1)
xi   D    weight   E(e=z)    E(e=x)    E(z)-E(x)  noncollinear
0.0  0.1  0.0000  -0.36700  -0.36700  0.00000    -0.36700
0.1  0.1  0.3333  -0.28926  -0.30044  0.01118    -0.32441
0.3  0.1  0.5585  -0.27366  -0.27933  0.00567    -0.31244
0.1  0.0  0.6667  -0.27512  -0.27512  0.00000    -0.31101
spurious anisotropy at xi = D = 0.1 Ry: 0.1521 eV
\end{verbatim}
